# Bake-Temperature Sensitivity of a Resist Edge at Fixed Deprotection Threshold

## The edge on a hot plate

In a chemically amplified positive resist, exposure produces acid, and a bake then lets the acid catalyse the removal of protecting groups from the polymer. Where enough groups have been removed the developer dissolves the film. Where too few have been removed the film remains as a line. The boundary between the two regions is the printed edge.

The bake reaction is thermally activated, so two parts of a wafer baked at slightly different temperatures have their edges in slightly different places. How many nanometres does the edge move per kelvin, and which properties of the resist and of the exposure decide it?

Atomic units are unnatural for this problem. Lengths are in nanometres, times in seconds, temperatures in kelvin and activation energies in kJ/mol.

## The kinetic model and the threshold

Let $m(x,t')$ be the fraction of protecting groups still present at position $x$ after a bake time $t'$, and let $h(x)>0$ be the acid concentration divided by the concentration that complete conversion of the acid generator would give. This reference does not depend on temperature. The model is

$$\frac{\partial m}{\partial t'}=-k(T)\,h(x)^n f(m),\qquad m(x,0)=1. \tag{1}$$

Here $n>0$ is the acid order and $f(m)>0$ describes how the rate depends on the remaining groups; the usual first-order choice is $f(m)=m$. Because $h$ is dimensionless, $k$ has the unit 1/s for every $n$.

For the basic result, four conditions are imposed:

- The bake has a fixed duration $t$ and a uniform, constant temperature $T$.
- The acid profile $h(x)$ depends neither on bake time nor on temperature, so acid is neither lost nor moved.
- The order $n$ and the function $f$ do not change with temperature.
- Development is represented by a fixed threshold: the edge $x_e$ is the place where $m(x_e,t)=m^*$, with $0<m^*<1$.

At fixed $x$, equation (1) separates. Dividing by $f(m)$ and integrating over the bake gives

$$G(m)\equiv\int_m^1\frac{du}{f(u)}=k(T)\,t\,h(x)^n. \tag{2}$$

The minus sign in (1) has been used to exchange the limits of the integral. Since $f>0$, $G$ falls strictly as $m$ rises, so the threshold $m^*$ corresponds to one value $G(m^*)$. For first-order kinetics $G(m)=\ln(1/m)$, and (2) becomes $m=\exp(-k\,t\,h^n)$.

At the edge, therefore,

$$k(T)\,t\,h(x_e)^n=G(m^*). \tag{3}$$

The right side is a fixed number. When $k$ rises, the acid level needed at the edge must fall.

## Implicit differentiation

Take the logarithm of (3) and move the constants to the right:

$$\ln k(T)+n\ln h(x_e(T))=\ln\frac{G(m^*)}{t}. \tag{4}$$

Temperature enters the left side twice, directly through $k$ and indirectly through the position of the edge. Define the local acid log-slope

$$s=\left.\frac{d\ln h}{dx}\right|_{x_e}. \tag{5}$$

Differentiating (4) with respect to $T$, with the chain rule for the second term, gives

$$\frac{d\ln k}{dT}+n\,s\,\frac{dx_e}{dT}=0. \tag{6}$$

If $s\neq0$, the implicit function theorem guarantees a differentiable edge position near the temperature considered, and (6) can be solved:

$$\boxed{\frac{dx_e}{dT}=-\frac{1}{n\,s}\,\frac{d\ln k}{dT}} \tag{7}$$

The minus sign carries the direction. Let $x$ point from a bright region into a dark one, so that acid decreases with $x$ and $s<0$. If heating accelerates the reaction, $dx_e/dT>0$: the edge moves into the dark region. The magnitude is the logarithmic rate change divided by $n|s|$.

The bake time, the threshold and the function $f$ do not appear explicitly in (7). They still matter, because they determine where the edge lies and hence which value of $s$ applies.

For an Arrhenius rate $k=A\exp(-E_a/RT)$ with constant $A$ and $E_a$,

$$\frac{d\ln k}{dT}=\frac{d}{dT}\left(\ln A-\frac{E_a}{RT}\right)=\frac{E_a}{RT^2}. \tag{8}$$

A dark line lies between a left edge at $x_e$ and its mirror image at $p-x_e$, where $p$ is the pattern period. Its width is $w=p-2x_e$, so

$$\frac{dw}{dT}=-2\,\frac{dx_e}{dT}. \tag{9}$$

A hotter bake narrows the line from both sides.

## An acid profile from an exposure

To evaluate $s$, take a sinusoidal image with relative intensity

$$I(x)=1+V\cos qx,\qquad q=\frac{2\pi}{p},\qquad 0<V<1. \tag{10}$$

If the acid generator decomposes in proportion to the local dose and to the amount remaining, the unconverted fraction is $e^{-aI}$, where $a$ is the exposure exponent at mean intensity. With one acid per decomposed generator, and no added base to neutralise part of the acid, this gives

$$h(x)=1-e^{-aI(x)}. \tag{11}$$

Differentiation yields $h'=aI'e^{-aI}$. With $e^{-aI}=1-h$ and $I'=-Vq\sin qx$,

$$s=\frac{h'}{h}=-aVq\,\sin(qx_e)\,\frac{1-h_e}{h_e},\qquad h_e=h(x_e). \tag{12}$$

The relation to the optical image becomes clearer with $y=aI(x_e)$. Since $(1-h_e)/h_e=1/(e^y-1)$,

$$s=\frac{aI'}{e^y-1}=\frac{I'}{I}\,\frac{y}{e^y-1}. \tag{13}$$

For a small dose, $y\to0$ and the last factor tends to one: the acid log-slope equals the image log-slope. At larger dose the factor is below one, because generator depletion flattens the acid profile relative to the image. This bound holds only without base. Practical resists contain a base quencher; if it neutralises a fixed amount $b$ of acid at once, $h$ becomes $h-b$, the log-slope is multiplied by $h/(h-b)$, and it can exceed the image log-slope.

The effect of contrast can be isolated too. Equation (3) fixes $h_e$, and (11) then fixes $I_e=I(x_e)$, independently of $V$. From (10), $V\cos qx_e=I_e-1$, so on the half-period $0<x_e<p/2$

$$V\sin qx_e=\sqrt{V^2-(I_e-1)^2}. \tag{14}$$

Substitution in (12) shows that $|s|$ grows with $V$ when $a$, $q$ and $h_e$ are held fixed. In this model lower contrast therefore raises the temperature sensitivity.

## A worked case

The following round model parameters represent no particular material: $p=100$ nm, $a=0.4$, $V=0.8$, $n=2$, $t=60$ s, $T=380$ K, $k=0.1$ 1/s at that temperature, and $E_a=100$ kJ/mol. Deprotection is first order in $m$, with $m^*=0.5$.

The acid level at the edge follows from (3):

$$h_e=\left(\frac{\ln2}{0.1\times60}\right)^{1/2}=0.3399. \tag{15}$$

Inverting (11) and (10) gives $I_e=-\ln(1-h_e)/a=1.0384$ and $\cos qx_e=(I_e-1)/V=0.0480$. The edge is at $x_e=24.24$ nm and the line is $51.53$ nm wide. With $q=0.06283$ 1/nm and $\sin qx_e=0.9988$, equation (12) gives

$$s=-0.4\times0.8\times0.06283\times0.9988\times\frac{0.6601}{0.3399}=-0.0390\ \text{nm}^{-1}. \tag{16}$$

The logarithmic rate change (8) is $0.08329$ 1/K, so

$$\frac{dx_e}{dT}=\frac{0.08329}{2\times0.0390}=1.07\ \text{nm/K},\qquad \frac{dw}{dT}=-2.14\ \text{nm/K}. \tag{17}$$

To first order, a temperature difference of 0.1 K between two places on the plate changes the line width by about 0.21 nm. Direct integration of the rate equations, followed by numerical differentiation of the located edges, gives the same sensitivities to the digits shown in the numerical output.

The role of the threshold is visible when only $m^*$ is changed. For $m^*=0.3$ more deprotection is required; the edge retreats to 14.63 nm, where $|s|=0.0197$ 1/nm, and the sensitivity rises to 2.11 nm/K. For $m^*=0.8$ it lies at 34.86 nm, where $|s|=0.0685$ 1/nm, and the sensitivity falls to 0.61 nm/K.

The kinetics in $m$ acts in the same indirect way. With $f(m)=m^2$, $G(m)=1/m-1$, so $G(0.5)=1$ instead of $\ln2$. More acid is needed, the edge moves to 18.63 nm, and the sensitivity is 1.55 nm/K. Equation (7) holds as before, with the slope taken at the new edge.

A comparison of acid orders needs care, because changing $n$ at fixed $k$ also moves the edge. To keep it in place, $k\,h_e^n$ must be unchanged. Going from order 2 to order 1 therefore requires $k_1=k\,h_e=0.0340$ 1/s. With the same edge, slope and activation energy, the sensitivity is then 2.14 nm/K, twice the original value. A higher order helps because a smaller relative decrease of acid compensates a given increase of $k$.

Finally, reducing the contrast to $V=0.4$ at the original order and rate gives $|s|=0.0194$ 1/nm and a sensitivity of 2.14 nm/K. This near doubling follows from (14): $I_e$ is close to one, so the square root is nearly proportional to $V$.

## Finite temperature changes

Equation (7) is a derivative. For a finite change from $T_1$ to $T_2$, write (3) at both temperatures and divide:

$$\frac{h(x_2)}{h(x_1)}=\left[\frac{k(T_2)}{k(T_1)}\right]^{-1/n}. \tag{18}$$

Within the stated model this needs no small-step approximation. For a bake 5 K hotter, the rate ratio is 1.508 and the new edge acid is $0.3399/\sqrt{1.508}=0.2767$. The corresponding shift is 4.58 nm. The linear estimate is $5\times1.068=5.34$ nm, about 17% above the finite result.

The second derivative gives the sign and the rough size of the difference. Put $\beta=d\ln k/dT$. Differentiating $x_e'=-\beta/(ns)$, where $s$ changes as the edge moves, gives

$$x_e''=-\frac{\beta'}{ns}+\frac{\beta}{ns^2}\frac{ds}{dx}x_e'
=x_e'\left(\frac{\beta'}{\beta}-\frac{1}{s}\frac{ds}{dx}\,x_e'\right). \tag{19}$$

For Arrhenius kinetics $\beta'/\beta=-2/T=-0.0053$ 1/K. Logarithmic differentiation of (12), with $h'=sh$, gives

$$\frac{1}{s}\frac{ds}{dx}=q\cot qx_e-\frac{s}{1-h_e}. \tag{20}$$

In the worked case this is $0.0030+0.0591=0.0621$ 1/nm. Multiplied by $x_e'=1.068$ nm/K, it contributes $-0.0663$ 1/K to the bracket in (19). The steepening of the acid log-slope as the edge advances is thus the main source of curvature; the decrease of $\beta$ with temperature is a small part. The second-order term relative to the linear one is $|x_e''\Delta T/(2x_e')|$. For 5 K this ratio is about 0.18, which is no longer negligible. Including the term gives 4.38 nm, below the finite result of 4.58 nm, so higher orders also contribute. A small ratio alone does not make the linear formula adequate: near $m^*=0.914$, where the edge lies at about 41 nm, $x_e''$ vanishes, yet a 10 K rise moves the edge by 6.25 nm against a linear estimate of 5.36 nm. For steps of several kelvin, (18) is the safer route.

## Where the derivative fails

At the bright centre $x=0$, symmetry makes $s=0$. Suppose that deprotection first reaches the threshold there at temperature $T_c$. Near the centre, (12) gives $d\ln h/dx\simeq-\kappa x$, with

$$\kappa=aVq^2\,\frac{1-h(0)}{h(0)}>0,\qquad \ln h(x)\simeq\ln h(0)-\frac{\kappa x^2}{2}. \tag{21}$$

Insert this in (4) and subtract the same equation at $T_c$, where $x_e=0$. To leading order in $T-T_c$,

$$\beta(T_c)(T-T_c)=\frac{n\kappa x_e^2}{2},\qquad
x_e=\sqrt{\frac{2\beta(T_c)(T-T_c)}{n\kappa}}. \tag{22}$$

There is no edge below $T_c$, and just above it the opening grows as a square root. Its derivative diverges at $T_c$. A corresponding singularity occurs when the two edges of a line meet at the dark centre and the line disappears. Large sensitivities predicted by (7) near these points apply to correspondingly small temperature steps.

## Acid loss during the bake

Now let acid disappear uniformly by a first-order reaction with rate constant $k_l(T)$. If $h_0(x)$ is the initial profile,

$$h(x,t')=h_0(x)e^{-k_lt'}. \tag{23}$$

The product $t\,h^n$ in (2) must be replaced by a time integral:

$$\int_0^t h^n\,dt'=h_0^n\int_0^t e^{-nk_lt'}dt'=h_0^n\tau,\qquad
\tau=\frac{1-e^{-z}}{nk_l},\qquad z=nk_lt. \tag{24}$$

The edge condition is $k\tau h_0(x_e)^n=G(m^*)$. Since $z$ is proportional to $k_l$, $dz/d\ln k_l=z$, and

$$\frac{d\ln\tau}{d\ln k_l}=\frac{ze^{-z}}{1-e^{-z}}-1
=-\left(1-\frac{z}{e^z-1}\right)\equiv-\lambda(z). \tag{25}$$

Repeating the implicit differentiation gives

$$\frac{dx_e}{dT}=-\frac{1}{ns_0}\left[\frac{d\ln k}{dT}-\lambda(z)\frac{d\ln k_l}{dT}\right],\qquad
s_0=\left.\frac{d\ln h_0}{dx}\right|_{x_e}. \tag{26}$$

Uniform loss multiplies the acid everywhere by the same factor, so it leaves the log-slope at a given position unchanged. It changes the numerator and moves the edge.

For weak loss, expansion of (25) gives $\lambda\simeq z/2$, and (7) is recovered as $z\to0$. For strong loss $\lambda\to1$: the acid is used up before the bake ends, and the accumulated reaction depends on $k/k_l$. With Arrhenius rates the numerator then tends to $(E_a-E_l)/(RT^2)$, where $E_l$ is the activation energy of loss. If $E_l>E_a$, the edge can move toward the bright side on heating.

Take $k_l=0.005$ 1/s and $E_l=80$ kJ/mol in the worked case. Then $z=2\times0.005\times60=0.6$, $\tau=45.1$ s and $\lambda=0.270$. Since $d\ln k_l/dT=0.8\times0.08329=0.0666$ 1/K, the bracket in (26) is

$$0.08329-0.270\times0.0666=0.0653\ \text{K}^{-1}. \tag{27}$$

The edge lies at 20.07 nm and its sensitivity is 1.10 nm/K. This is slightly above the 1.07 nm/K without loss, although the numerator is 22% smaller: the edge has moved to a place with a smaller log-slope. Applying (7) at this edge without the loss correction would give 1.40 nm/K, about 28% above the value from (26).

## Acid diffusion

Diffusion breaks the separation between temperature and position, because a hotter bake also spreads the acid farther. With a spatially uniform coefficient $D(T)$ and no loss,

$$\frac{\partial h}{\partial t'}=D\,h_{xx}. \tag{28}$$

Subscripts $x$ denote spatial derivatives. For a fixed initial profile, $h$ depends on $D$ and $t'$ through the product $\theta=Dt'$, since (28) is equivalent to $\partial h/\partial\theta=h_{xx}$. Hence

$$\left.\frac{\partial h}{\partial D}\right|_{x,t'}=t'\,\frac{\partial h}{\partial\theta}=t'h_{xx}. \tag{29}$$

Let $J(x,T)=\int_0^t h^n\,dt'$. The edge condition is now $kJ=G(m^*)$. Its logarithmic derivative along the edge is

$$\frac{d\ln k}{dT}+\frac{J_T}{J}+\frac{J_x}{J}\frac{dx_e}{dT}=0, \tag{30}$$

where $J_T$ is taken at fixed $x$. The chain rule and (29) give

$$J_x=n\int_0^t h^{n-1}h_x\,dt',\qquad
J_T=n\frac{dD}{dT}\int_0^t t'h^{n-1}h_{xx}\,dt'. \tag{31}$$

Multiplying (30) by $J$ and solving, with $J_x\ne0$,

$$\frac{dx_e}{dT}=-\frac{(d\ln k/dT)\,J+J_T}{J_x}. \tag{32}$$

If $D=0$ at all temperatures, $J=th^n$, $J_T=0$ and $J_x=nJs$, which returns (7).

The new term has a direct meaning. Where the profile is convex, $h_{xx}>0$, diffusion brings in acid; if $D$ rises with temperature, this adds to the outward motion of the edge. Where the profile is concave, diffusion removes acid and opposes that motion. If the curvature changes sign during the bake, the weighted integral in (31) decides.

For $D=1.0$ nm²/s at 380 K and an activation energy of 120 kJ/mol, the diffusion length $\sqrt{2Dt}$ is 11.0 nm. The sensitivities, in nm/K, are:

| Threshold | $D$ held fixed | Full result (32) |
|---|---:|---:|
| 0.3 | 2.55 | 2.34 |
| 0.5 | 1.20 | 1.15 |
| 0.8 | 0.75 | 0.87 |

The middle column includes diffusion but omits the change of $D$ with temperature, so it sets $J_T=0$. That change lowers the sensitivity at the first two thresholds and raises it at the third. Since $J_x<0$ at these edges, (32) shows that the weighted curvature is negative in the first two cases and positive in the last.

At $m^*=0.5$ the full result is only about 7% above the diffusion-free value of 1.07 nm/K, because two changes partly cancel: spreading at fixed $D$ raises the sensitivity to 1.20 nm/K, and the temperature dependence of $D$ lowers it to 1.15 nm/K. At $m^*=0.8$ both changes raise it, from 0.61 to 0.75 and then to 0.87 nm/K. Good agreement at one threshold is therefore no evidence that diffusion can be neglected at another.

## Values computed for the example and the checks

```
INPUTS
period = 100 nm, dose exponent a = 0.4
contrast V = 0.8, acid order n = 2
bake: 380 K for 60 s, k = 0.1 1/s
deprotection activation energy = 100 kJ/mol
MAIN EXAMPLE, threshold 0.5
relative acid at edge = 0.33989
edge position = 24.2364 nm
line width = 51.5272 nm
acid log-slope = -0.039004 1/nm
d ln k/dT = 0.083291 1/K
edge sensitivity, formula = 1.06772 nm/K
edge sensitivity, simulated = 1.06772 nm/K
line-width sensitivity, formula = -2.13545 nm/K
line-width sensitivity, simulated = -2.13545 nm/K
OTHER THRESHOLDS: edge nm, slope 1/nm, formula, simulated nm/K
m*=0.3: 14.6260, -0.019698, 2.11416, 2.11414
m*=0.8: 34.8569, -0.068523, 0.60776, 0.60776
SECOND ORDER IN PROTECTED GROUPS, threshold 0.5
edge = 18.6309 nm, formula = 1.55156 nm/K
simulated = 1.55156 nm/K
ACID ORDER 1, SAME EDGE
matched k = 0.033989 1/s
simulated = 2.13544 nm/K, ratio = 2.0000
WEAKER CONTRAST V = 0.4
edge = 23.4710 nm, slope = -0.019434 1/nm
formula = 2.14287 nm/K
simulated = 2.14287 nm/K
FINITE STEP OF 5 K
rate ratio = 1.50840, new edge acid = 0.27674
shift, finite law = 4.5804 nm
shift, simulated = 4.5804 nm
shift, linear formula = 5.3386 nm
ACID LOSS: 0.005 1/s, 80 kJ/mol
z = 0.600, effective time = 45.1188 s
loss factor = 0.27018, edge = 20.0723 nm
effective log rate change = 0.065288 1/K
formula with loss = 1.09883 nm/K
simulated = 1.09883 nm/K
simple formula at this edge = 1.40182 nm/K
ACID DIFFUSION: D = 1.0 nm^2/s, 120 kJ/mol
diffusion length sqrt(2Dt) = 10.954 nm
edge nm; then nm/K: D held fixed, full formula, simulated
m*=0.3: 12.6481; 2.54793, 2.34126, 2.34126
m*=0.5: 23.6377; 1.19857, 1.14626, 1.14627
m*=0.8: 35.8926; 0.74518, 0.86603, 0.86600
```
